# Green's Reciprocity and the Channel Charge Induced by Trapped Charge: test program

```python
"""Green reciprocity in a charge-trap memory cell.

Result under test: with all electrodes grounded, a trapped charge q at x induces
    Q_channel = -q w(x),
where w is the potential for channel = 1, other electrodes = 0, no trapped charge.
For two electrodes, the gate shift restoring the channel charge is
    shift = -(integral of trapped charge density times w) / C.
C is the channel-gate capacitance. Numerical units: nm, V, elementary charge e.
Line charges and capacitances are per nm of cell length.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import j0, j1

EPS0 = const.epsilon_0 / const.e * 1e-9       # e/(V nm)


# ---- Lobed three-layer cell, solved with fundamental solutions ----
# Lengths are arbitrary and vacuum permittivity is one in this test.
def lobed_curve(shape, count, scale=1.0):
    radius, amplitude, lobes = shape
    angle = 2 * np.pi * np.arange(count) / count
    r = scale * radius * (1 + amplitude * np.cos(lobes * angle))
    slope = -scale * radius * amplitude * lobes * np.sin(lobes * angle)
    phase = np.exp(1j * angle)
    tangent = (slope + 1j * r) * phase
    return r * phase, -1j * tangent / abs(tangent)


def lobed_cell_test():
    shapes = [(1.0, 0.10, 3), (1.6, 0.03, 2), (2.4, 0.03, 5), (3.2, 0.05, 4)]
    eps = [3.9, 7.5, 3.9]
    n_source, n_point = 140, 240
    sources = [np.concatenate([lobed_curve(shapes[k], n_source, 0.88)[0],
                               lobed_curve(shapes[k + 1], n_source, 1.12)[0]])
               for k in range(3)]
    width = 2 * n_source + 1

    def value_rows(points, layer):
        rows = np.zeros((len(points), 3 * width))
        start = layer * width
        rows[:, start:start + width - 1] = -np.log(
            abs(points[:, None] - sources[layer][None, :]))
        rows[:, start + width - 1] = 1
        return rows

    def slope_rows(points, normals, layer):
        rows = np.zeros((len(points), 3 * width))
        start = layer * width
        rows[:, start:start + width - 1] = -np.real(
            normals[:, None] / (points[:, None] - sources[layer][None, :]))
        return rows

    traps = 2.0 * np.exp(1j * np.array([0.35, 1.7, 4.1]))
    edges = [lobed_curve(shape, n_point) for shape in shapes]
    # Columns: unit channel bias, unit gate bias, then one unit charge each.
    blocks = [value_rows(edges[0][0], 0), value_rows(edges[3][0], 2)]
    channel_rhs = np.zeros((n_point, 2 + len(traps)))
    gate_rhs = np.zeros_like(channel_rhs)
    channel_rhs[:, 0] = 1
    gate_rhs[:, 1] = 1
    rhs = [channel_rhs, gate_rhs]
    for edge, other in ((1, 0), (2, 2)):
        points, normals = edges[edge]
        distance = points[:, None] - traps[None, :]
        potential = np.zeros((n_point, 2 + len(traps)))
        flux = np.zeros_like(potential)
        potential[:, 2:] = -np.log(abs(distance)) / (2 * np.pi * eps[1])
        flux[:, 2:] = -np.real(normals[:, None] / distance) / (2 * np.pi)
        blocks.append(value_rows(points, other) - value_rows(points, 1))
        rhs.append(potential)
        blocks.append(eps[other] * slope_rows(points, normals, other)
                      - eps[1] * slope_rows(points, normals, 1))
        rhs.append(flux)
    coefficients = np.linalg.lstsq(np.vstack(blocks), np.vstack(rhs),
                                   rcond=1e-13)[0]
    channel_charge = 2 * np.pi * eps[0] * coefficients[:n_source].sum(axis=0)
    weights = value_rows(traps, 1) @ coefficients[:, 0]
    shifts = -weights / channel_charge[0]
    remaining = channel_charge[2:] + shifts * channel_charge[1]
    return weights, channel_charge[2:], remaining


lobed_weight, lobed_charge, lobed_remaining = lobed_cell_test()
lobed_error = np.max(abs(lobed_charge + lobed_weight))
assert lobed_error < 1e-4
assert np.max(abs(lobed_remaining)) < 1e-4
assert np.all((lobed_weight > 0) & (lobed_weight < 1))


# ---- Point charge above a disc channel segment in a grounded plane ----
def disc_test():
    gap, disc, height, offset = 18.0, 20.0, 8.0, 12.0
    x, weight = np.polynomial.legendre.leggauss(40)
    radius = disc * (x + 1) / 2
    radial_weight = disc * weight / 2 * radius
    angle = 2 * np.pi * np.arange(64) / 64
    distance2 = (radius[:, None]**2 + offset**2
                 - 2 * offset * radius[:, None] * np.cos(angle))
    density = np.zeros_like(distance2)
    for image in range(-1000, 1001):
        level = height + 2 * image * gap
        density -= level / (2 * np.pi * (distance2 + level**2)**1.5)
    induced = np.sum(radial_weight[:, None] * density) * 2 * np.pi / 64
    x, weight = np.polynomial.legendre.leggauss(500)
    k = 2.5 * (x + 1)
    integrand = (disc * j1(k * disc) * j0(k * offset)
                 * np.sinh(k * (gap - height)) / np.sinh(k * gap))
    return induced, 2.5 * np.sum(weight * integrand)


disc_charge, disc_weight = disc_test()
assert abs(disc_charge + disc_weight) < 1e-5

# ---- Coaxial cell: rough typical dimensions and material parameters ----
R_CHANNEL, R_INNER, R_OUTER, R_GATE = 30.0, 35.0, 41.0, 48.0
EPS_OXIDE, EPS_NITRIDE, EPS_SILICON = 3.9, 7.5, 11.7
TRAP_DENSITY_CM3 = 1e19
TRAP_DENSITY = TRAP_DENSITY_CM3 * 1e-21
GATE_LENGTH, SPACER_LENGTH = 30.0, 25.0
layers = [(R_CHANNEL, R_INNER, EPS_OXIDE), (R_INNER, R_OUTER, EPS_NITRIDE),
          (R_OUTER, R_GATE, EPS_OXIDE)]


def resistance_to_gate(radius):
    return sum(np.log(outer / max(radius, inner)) / eps
               for inner, outer, eps in layers if radius < outer)


total_resistance = resistance_to_gate(R_CHANNEL)
capacitance = 2 * np.pi * EPS0 / total_resistance


def channel_weight(radius):
    return resistance_to_gate(radius) / total_resistance


r_mid = (R_INNER + R_OUTER) / 2
w_mid = channel_weight(r_mid)
trapped_line = TRAP_DENSITY * np.pi * (R_OUTER**2 - R_INNER**2)
weighted_line = quad(lambda r: 2 * np.pi * r * TRAP_DENSITY
                     * channel_weight(r), R_INNER, R_OUTER)[0]
w_mean = weighted_line / trapped_line
threshold_shift = weighted_line / capacitance


# ---- Finite gates with oxide spacers; periodic axial symmetry ----
def gate_stack_weight(gate_half, step):
    half_period = (GATE_LENGTH + SPACER_LENGTH) / 2
    nr, nz = round(42 / step), round(half_period / step)
    r = R_CHANNEL + (np.arange(nr) + 0.5) * step
    z = (np.arange(nz) + 0.5) * step
    eps = np.where((r > R_INNER) & (r < R_OUTER), EPS_NITRIDE, EPS_OXIDE)
    inverse = np.repeat((1 / eps)[:, None], nz, axis=1)
    metal = (r[:, None] > R_GATE) & (z[None, :] < gate_half)
    inverse[metal] = 1e-9
    index = np.arange(nr * nz).reshape(nr, nz)
    radial = 2 * (r[:-1] + step / 2)[:, None] / (inverse[:-1] + inverse[1:])
    axial = 2 * r[:, None] / (inverse[:, :-1] + inverse[:, 1:])
    first = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    second = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    link = np.concatenate([radial.ravel(), axial.ravel()])
    size = nr * nz
    contact = np.zeros(size)
    contact[index[0]] = 2 * R_CHANNEL / inverse[0]
    diagonal = (np.bincount(first, link, minlength=size)
                + np.bincount(second, link, minlength=size) + contact)
    coupling = coo_matrix((link, (first, second)), shape=(size, size))
    matrix = (diags(diagonal) - coupling - coupling.T).tocsr()
    free = np.flatnonzero(~metal.ravel())
    potential = np.zeros(size)
    potential[free] = spsolve(matrix[free][:, free].tocsc(), contact[free])
    potential = potential.reshape(nr, nz)
    line = [np.interp(r_mid, r, potential[:, j]) for j in range(nz)]
    return np.interp([0, GATE_LENGTH / 2, half_period], z, line)


continuous_gate = gate_stack_weight(1e9, 0.5)
stack_coarse = gate_stack_weight(GATE_LENGTH / 2, 0.5)
stack_weight = gate_stack_weight(GATE_LENGTH / 2, 0.25)
assert np.max(abs(continuous_gate - w_mid)) < 5e-4
assert np.max(abs(stack_weight - stack_coarse)) < 5e-3

# ---- Undoped silicon cylinder with Boltzmann electrons ----
TEMPERATURE, HOT_TEMPERATURE = 300.0, 358.0
INTRINSIC_DENSITY = 1e10 * 1e-21
thermal_voltage = const.k * TEMPERATURE / const.e
silicon_scale = 8 * np.pi * EPS_SILICON * EPS0


def state_from_line(line, voltage=thermal_voltage):
    ratio = line / (silicon_scale * voltage)
    return ratio / (1 + ratio)


def mobile_line(state):
    return silicon_scale * thermal_voltage * state / (1 - state)


def center_potential(state):
    kappa = INTRINSIC_DENSITY / (EPS_SILICON * EPS0 * thermal_voltage)
    return thermal_voltage * np.log(8 * state / (kappa * R_CHANNEL**2))


def surface_potential(state):
    return center_potential(state) - 2 * thermal_voltage * np.log1p(-state)


def gate_voltage(state, trapped=0.0):
    return surface_potential(state) + (mobile_line(state)
                                       + trapped * w_mean) / capacitance


def integrate_cell(state, trap_density):
    """Integrate Poisson's equation from cylinder center to gate."""
    start = 1e-3
    potential = center_potential(state)
    density = INTRINSIC_DENSITY * np.exp(potential / thermal_voltage)
    values = np.array([potential, density * start**2 / 2])
    regions = [(start, R_CHANNEL, EPS_SILICON)] + layers
    for number, (inner, outer, eps) in enumerate(regions):
        def equations(r, y):
            if number == 0:
                electrons = INTRINSIC_DENSITY * np.exp(y[0] / thermal_voltage)
            else:
                electrons = trap_density if number == 2 else 0.0
            return [y[1] / (r * eps * EPS0), r * electrons]
        solution = solve_ivp(equations, (inner, outer), values,
                             method="DOP853", rtol=1e-9, atol=1e-12)
        assert solution.success
        values = solution.y[:, -1]
        if number == 0:
            channel_line = 2 * np.pi * values[1]
    return values[0], channel_line


OVERDRIVE = 2.0
read_line = capacitance * OVERDRIVE
read_state = state_from_line(read_line)
gate_empty, line_empty = integrate_cell(read_state, 0.0)
gate_filled, line_filled = integrate_cell(read_state, TRAP_DENSITY)
assert abs(gate_empty - gate_voltage(read_state)) < 1e-4
assert abs(line_empty / read_line - 1) < 1e-5
assert abs(line_filled / read_line - 1) < 1e-5
assert abs(gate_filled - gate_empty - threshold_shift) < 1e-5


def screening_factor(line, voltage=thermal_voltage):
    state = state_from_line(line, voltage)
    channel_capacitance = line / (voltage * (1 + state))
    return 1 / (1 + capacitance / channel_capacitance)


weak_line = read_line / 1000
for line in (read_line, weak_line):
    initial = state_from_line(line)
    small_trap = line * 1e-3
    fixed_gate = gate_voltage(initial)
    final = brentq(lambda b: gate_voltage(b, small_trap) - fixed_gate,
                   0.9 * initial, initial, xtol=1e-15)
    response = (line - mobile_line(final)) / (small_trap * w_mean)
    assert abs(response / screening_factor(line) - 1) < 2e-3
hot_voltage = const.k * HOT_TEMPERATURE / const.e

# ---- Sizes of other omitted effects, using rough material inputs ----
CENTROID_DEPTH = 1.0
centroid_resistance = np.log(R_CHANNEL / (R_CHANNEL - CENTROID_DEPTH)) / EPS_SILICON
w_centroid = resistance_to_gate(r_mid) / (total_resistance + centroid_resistance)
DOS_MASS = 1.08
band_density = 2 * (DOS_MASS * const.m_e * const.k * TEMPERATURE
                    / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
surface_density = INTRINSIC_DENSITY * np.exp(
    surface_potential(read_state) / thermal_voltage) * 1e21
degeneracy_ratio = surface_density / band_density


def fermi_integral(order, eta):
    return float(mp.re(-mp.polylog(order + 1, -mp.exp(eta))))


eta = brentq(lambda x: fermi_integral(0.5, x) - degeneracy_ratio, -12, 12)
degeneracy_factor = fermi_integral(0.5, eta) / fermi_integral(-0.5, eta)

# Metal channel and gate both grounded, nitride filled.
field_factor = 10 / (2 * np.pi * EPS_OXIDE * EPS0)   # V/nm to MV/cm
tunnel_field = weighted_line * field_factor / R_CHANNEL
blocking_field = (trapped_line - weighted_line) * field_factor / R_OUTER
BREAKDOWN_FIELD = 10.0
TRAP_DEPTH, BAND_OFFSET, OXIDE_MASS, ATTEMPT_RATE = 1.5, 1.05, 0.42, 1e13


def barrier(radius):
    drop = weighted_line * np.log(R_INNER / radius) / (2 * np.pi * EPS_OXIDE * EPS0)
    return TRAP_DEPTH + BAND_OFFSET - drop


assert barrier(R_CHANNEL) > 0
wave_factor = np.sqrt(2 * OXIDE_MASS * const.m_e * const.e) / const.hbar * 1e-9
tunnel_exponent = 2 * wave_factor * quad(
    lambda r: np.sqrt(barrier(r)), R_CHANNEL, R_INNER)[0]
tunnel_time = np.exp(tunnel_exponent) / ATTEMPT_RATE
emission_times = [np.exp(TRAP_DEPTH / voltage) / ATTEMPT_RATE
                  for voltage in (thermal_voltage, hot_voltage)]
channel_sheet = (weighted_line / (2 * np.pi * R_CHANNEL)
                 * const.e * 1e14 * 1e6)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Lobed cell, first trap: unit-bias potential", lobed_weight[0])
show("Lobed cell, first trap: induced charge / trapped charge", lobed_charge[0])
show("Lobed cell: largest reciprocity error, three traps", lobed_error, digits=2)
show("Disc segment: unit-bias potential at trap", disc_weight, digits=6)
show("Disc segment: induced charge / trapped charge", disc_charge, digits=6)
show("Channel radius", R_CHANNEL, "nm")
show("Tunnel oxide thickness", R_INNER - R_CHANNEL, "nm")
show("Nitride thickness", R_OUTER - R_INNER, "nm")
show("Blocking oxide thickness", R_GATE - R_OUTER, "nm")
print(f"Relative permittivity, oxide / nitride / silicon: "
      f"{EPS_OXIDE} / {EPS_NITRIDE} / {EPS_SILICON}")
show("Trapped electron density", TRAP_DENSITY_CM3, "cm^-3")
show("w at inner nitride edge", channel_weight(R_INNER))
show("w at nitride middle", w_mid)
show("w at outer nitride edge", channel_weight(R_OUTER))
show("Channel charge from one electron at nitride middle", w_mid, "e")
show("Channel-gate capacitance per length", capacitance, "e/(V nm)")
show("Trapped electrons per length", trapped_line, "1/nm")
show("Volume mean of w in nitride", w_mean)
show("Induced positive channel charge per length", weighted_line, "e/nm")
show("Same induced charge per channel area", channel_sheet, "uC/cm2")
show("Threshold shift, uniform filling", threshold_shift, "V")
show("Gate voltage at read state, empty nitride", gate_empty, "V")
show("Gate voltage at read state, filled nitride", gate_filled, "V")
show("Gate length", GATE_LENGTH, "nm")
show("Spacer length", SPACER_LENGTH, "nm")
show("Finite gates: w at gate center, nitride middle", stack_weight[0], digits=3)
show("Finite gates: w at gate edge, nitride middle", stack_weight[1], digits=3)
show("Finite gates: w at spacer center, nitride middle", stack_weight[2], digits=3)
show("Assumed inversion centroid depth", CENTROID_DEPTH, "nm")
show("w at nitride middle with centroid correction", w_centroid, digits=4)
show("Read-state mobile charge / capacitance", OVERDRIVE, "V")
show("Read-state mobile electrons per length", read_line, "1/nm")
show("Weak-state mobile electrons per length", weak_line, "1/nm")
show("Screening factor, read state, 300 K", screening_factor(read_line), digits=4)
show("Screening factor, weak state, 300 K", screening_factor(weak_line), digits=3)
show("Screening factor, read state, 358 K",
     screening_factor(read_line, hot_voltage), digits=4)
show("Boltzmann surface density / band density of states", degeneracy_ratio, digits=3)
show("Degenerate rise of effective thermal voltage", degeneracy_factor, "times", 3)
show("Tunnel-oxide field at channel, grounded filled cell", tunnel_field, "MV/cm", 3)
show("Peak blocking-oxide field, grounded filled cell", blocking_field, "MV/cm", 3)
show("Rough oxide breakdown field", BREAKDOWN_FIELD, "MV/cm", 2)
show("Assumed trap depth", TRAP_DEPTH, "eV")
show("Assumed nitride-oxide conduction-band offset", BAND_OFFSET, "eV")
show("Assumed oxide tunnelling mass", OXIDE_MASS, "electron masses")
show("Assumed attempt rate", ATTEMPT_RATE, "1/s")
show("Tunnelling exponent from inner nitride edge", tunnel_exponent, digits=3)
show("Rough tunnelling time from inner nitride edge", tunnel_time, "s", 1)
show("Rough thermal emission time, 300 K", emission_times[0], "s", 1)
show("Rough thermal emission time, 358 K", emission_times[1], "s", 1)
print("success")
```

It prints:

```
Lobed cell, first trap: unit-bias potential: 0.39991
Lobed cell, first trap: induced charge / trapped charge: -0.39991
Lobed cell: largest reciprocity error, three traps: 2.1e-12
Disc segment: unit-bias potential at trap: 0.433079
Disc segment: induced charge / trapped charge: -0.433079
Channel radius: 30 nm
Tunnel oxide thickness: 5 nm
Nitride thickness: 6 nm
Blocking oxide thickness: 7 nm
Relative permittivity, oxide / nitride / silicon: 3.9 / 7.5 / 11.7
Trapped electron density: 1e+19 cm^-3
w at inner nitride edge: 0.60881
w at nitride middle: 0.50029
w at outer nitride edge: 0.40002
Channel charge from one electron at nitride middle: 0.50029 e
Channel-gate capacitance per length: 3.4366 e/(V nm)
Trapped electrons per length: 14.326 1/nm
Volume mean of w in nitride: 0.49892
Induced positive channel charge per length: 7.1473 e/nm
Same induced charge per channel area: 0.60751 uC/cm2
Threshold shift, uniform filling: 2.0798 V
Gate voltage at read state, empty nitride: 2.573 V
Gate voltage at read state, filled nitride: 4.6527 V
Gate length: 30 nm
Spacer length: 25 nm
Finite gates: w at gate center, nitride middle: 0.512
Finite gates: w at gate edge, nitride middle: 0.544
Finite gates: w at spacer center, nitride middle: 0.584
Assumed inversion centroid depth: 1 nm
w at nitride middle with centroid correction: 0.4863
Read-state mobile charge / capacitance: 2 V
Read-state mobile electrons per length: 6.8731 1/nm
Weak-state mobile electrons per length: 0.0068731 1/nm
Screening factor, read state, 300 K: 0.9755
Screening factor, weak state, 300 K: 0.0708
Screening factor, read state, 358 K: 0.9711
Boltzmann surface density / band density of states: 1.5
Degenerate rise of effective thermal voltage: 1.51 times
Tunnel-oxide field at channel, grounded filled cell: 1.76 MV/cm
Peak blocking-oxide field, grounded filled cell: 1.29 MV/cm
Rough oxide breakdown field: 10 MV/cm
Assumed trap depth: 1.5 eV
Assumed nitride-oxide conduction-band offset: 1.05 eV
Assumed oxide tunnelling mass: 0.42 electron masses
Assumed attempt rate: 1e+13 1/s
Tunnelling exponent from inner nitride edge: 48.7
Rough tunnelling time from inner nitride edge: 1e+08 s
Rough thermal emission time, 300 K: 2e+12 s
Rough thermal emission time, 358 K: 1e+08 s
success
```
